# Oxide depth probed per frequency decade by tunnelling into border traps

Lower the frequency of a small-signal measurement on a silicon MOS structure from 1 MHz to 100 Hz, a factor of ten thousand. In the model treated here, the layer of oxide traps able to follow the signal then grows by 7.2 angstrom. Each factor of ten contributes the same 1.8 angstrom, even though the absolute depth of the layer may be uncertain by much more. Both facts follow from the exponential decay of an electron wave under a barrier.

## The estimate on the back of an envelope

Border traps are defects inside the oxide, close enough to the semiconductor to exchange electrons with it by tunnelling. Let $x$ be the distance of a trap from the interface, positive into the oxide. Tunnelling is elastic: the electron has the same energy before and after. At that energy the oxide conduction band lies $\phi=3.1$ eV higher. The oxide mass is $m=0.5$ in units of the free-electron mass.

The algebra uses atomic units, $\hbar=m_0=e=1$. One hartree is 27.21 eV and one bohr is 0.5292 angstrom. The wave amplitude falls as $e^{-\kappa x}$ with

$$\kappa=\sqrt{2m\phi}=\sqrt{2\times0.5\times0.1139}=0.3375 .$$

A transition rate goes as the square of an amplitude, hence as $e^{-2\kappa x}$, and the trap's response time grows as $e^{2\kappa x}$. A tenfold longer time therefore reaches deeper by $\Delta x$, where $e^{2\kappa\Delta x}=10$:

$$\boxed{\;\Delta x=\frac{\ln 10}{2\kappa}=\frac{\ln 10}{2\sqrt{2m\phi}}\;}$$

$$\Delta x=\frac{2.303}{0.6750}=3.41\ \text{bohr}=1.8\ \text{angstrom}=0.18\ \text{nm}.$$

The 2 in front of $\kappa$ comes from squaring the amplitude; without it the answer would be twice too large. Three things remain to be established: that the rate has this form, that the trap occupation responds with this rate, and that a gradual response can be assigned a depth.

## The tunnelling rate

Take a flat barrier and measure energy from the oxide band edge, so that the electron has energy $-\phi$. In the oxide

$$-\frac{1}{2m}\psi''=-\phi\,\psi\quad\Rightarrow\quad\psi''=2m\phi\,\psi=\kappa^2\psi .$$

The silicon state that enters the oxide is the decaying solution $\chi(x)=A\,e^{-\kappa x}$. Let a trap centred at depth $d$ have a short-range potential $U(x-d)$ and a bound state $\psi_t(x-d)$. To leading order in the coupling, the matrix element is

$$M(d)=\int \chi(x)\,U(x-d)\,\psi_t(x-d)\,dx .$$

Substituting $x=d+s$ takes the depth out of the integral:

$$M(d)=e^{-\kappa d}\int A\,e^{-\kappa s}\,U(s)\,\psi_t(s)\,ds=e^{-\kappa d}M_0 .$$

The golden rule with a density $\rho$ of silicon states at the trap energy gives

$$\Gamma(d)=2\pi\rho\,|M(d)|^2=\Gamma_0\,e^{-2\kappa d},\qquad \Gamma_0=2\pi\rho\,|M_0|^2 .$$

The prefactor $\Gamma_0$ does not depend on depth, provided the trap lies farther from the interface than its own size and the coupling is weak.

A one-dimensional model gives the rate without the golden rule. Place a square well in the barrier, with its bottom at $-2\phi$. For an isolated level at $-\phi$ the wave number inside the well is $\sqrt{2m\phi}=\kappa$. An even bound state in a well of width $w$ obeys $\kappa\tan(\kappa w/2)=\kappa$, so $w=\pi/(2\kappa)$. To the left lies a lead of mass 0.92, a rough value for silicon along a valley axis, with its band bottom 0.1 eV below the level. Now require an outgoing wave in the lead and a decaying wave beyond the well, with $\psi$ and $\psi'/m$ continuous. The energy $E$ that satisfies these conditions is complex. Since $|e^{-iEt}|^2=e^{2\,\mathrm{Im}E\,t}$, the decay rate is $\Gamma=-2\,\mathrm{Im}\,E$.

Solving for the complex root numerically gives lifetimes of $2.53\times10^{-10}$ s when the near edge of the well is 10 angstrom from the lead, and $6.83\times10^{-6}$ s at 18 angstrom. Their ratio is $2.70\times10^4$, or 4.43 decades, so the depth per decade is $8/4.43=1.81$ angstrom, in agreement with the formula.

## From tunnelling rate to response time

Let $n$ be the mean occupation of a trap and $f$ the Fermi function of the silicon electrons at the trap energy. Filling needs an occupied silicon state and an empty trap; emptying needs the reverse. Hence

$$\dot n=\Gamma f(1-n)-\Gamma(1-f)n=\Gamma(f-n),$$

because the two terms $\Gamma fn$ cancel. The occupation relaxes at the rate $\Gamma$ whatever the value of $f$, so

$$\tau(x)=\frac1\Gamma=\tau_0\,e^{2\kappa x},\qquad \tau_0=\frac1{\Gamma_0}.$$

This assumes one electron state per trap. If an electron of either spin may fill an empty trap, the filling term doubles and the relaxation rate becomes $\Gamma(1+f)$. That changes $\tau_0$ by at most a factor of two and leaves the exponent alone.

Suppose the signal moves the Fermi level by $\delta\mu\,e^{i\omega t}$ relative to the trap level. From $f=1/(1+e^{(E-\mu)/kT})$ the Fermi function changes by $\delta f=f(1-f)\,\delta\mu/kT$. Inserting $\delta n\,e^{i\omega t}$ into the rate equation gives $i\omega\,\delta n=\Gamma(\delta f-\delta n)$, or

$$\delta n=\frac{\delta f}{1+i\omega\tau(x)} .$$

Shallow traps with $\omega\tau\ll1$ follow the signal. Deep traps with $\omega\tau\gg1$ are frozen. The boundary $\omega\tau=1$ lies at

$$x_\omega=\frac{1}{2\kappa}\ln\frac{1}{\omega\tau_0}.$$

At two frequencies a decade apart,

$$x_{\omega/10}-x_\omega=\frac{1}{2\kappa}\left[\ln\frac{10}{\omega\tau_0}-\ln\frac1{\omega\tau_0}\right]=\frac{\ln10}{2\kappa}.$$

The prefactor has cancelled. A decade of the cyclic frequency $\nu=\omega/2\pi$ is also a decade of $\omega$, so the factor $2\pi$ affects the depth but not the increment.

## What a gradual cutoff measures

The in-phase part of the response is $1/(1+\omega^2\tau^2)$. It falls to 0.9 at $\omega\tau=1/3$ and to 0.1 at $\omega\tau=3$. The depth between these points is

$$\frac{\ln 9}{2\kappa}=\frac{\ln9}{\ln10}\,\Delta x=1.7\ \text{angstrom}.$$

The front is thus about as wide as the distance it moves in one decade. Features of a trap profile much finer than this are smeared out.

The increment nevertheless keeps a sharp meaning. Let the trap density be uniform in depth and let the signal drive all traps equally. The effective thickness of the responding layer is

$$L(\omega)=\int_0^\infty\frac{dx}{1+\omega^2\tau^2(x)} .$$

The upper limit may be infinite if the oxide is much thicker than $x_\omega$. Put $u=\omega\tau$; then $du=2\kappa u\,dx$. With $a=\omega\tau_0$ and $1/[u(1+u^2)]=1/u-u/(1+u^2)$,

$$L=\frac1{2\kappa}\int_a^\infty\left[\frac1u-\frac{u}{1+u^2}\right]du=\frac1{2\kappa}\left[\ln\frac{u}{\sqrt{1+u^2}}\right]_a^\infty=\frac1{4\kappa}\ln\!\left(1+\frac1{a^2}\right).$$

For $a\ll1$ the 1 in the logarithm is negligible and $L\to(1/2\kappa)\ln(1/a)=x_\omega$. The responding layer then grows by $\Delta x$ per decade, although no trap switches abruptly. In the opposite limit, $a\gg1$, the result is $L\simeq1/(4\kappa a^2)$: even traps at the interface are too slow, and the rule of equal steps has no application.

The out-of-phase part gives a second signature. Its effective thickness is

$$\int_0^\infty\frac{\omega\tau}{1+\omega^2\tau^2}\,dx=\frac1{2\kappa}\int_a^\infty\frac{du}{1+u^2}=\frac{1}{2\kappa}\left(\frac\pi2-\arctan a\right)\simeq\frac{\pi}{4\kappa}$$

for $a\ll1$, or 1.2 angstrom here. It does not depend on frequency. Under the same assumptions a uniform trap layer therefore gives a capacitance that rises linearly with the logarithm of decreasing frequency, and a loss conductance divided by $\omega$ that stays constant.

## Numbers for silicon and its thermal oxide

Take $\tau_0=10^{-10}$ s as a rough value. At 1 MHz, $\omega\tau_0=6.28\times10^{-4}$, so $\ln(1/\omega\tau_0)=7.37$. With $2\kappa=1.276$ per angstrom, the depth is $7.37/1.276=5.8$ angstrom. The same calculation at lower frequencies gives:

| Frequency (Hz) | Depth (angstrom) |
|---|---|
| $10^6$ | 5.8 |
| $10^5$ | 7.6 |
| $10^4$ | 9.4 |
| $10^3$ | 11.2 |
| $10^2$ | 13.0 |

The absolute depths are much less certain than their differences. The square-well model has its own prefactor, obtained by multiplying its lifetime by $e^{-2\kappa d}$ with $d$ measured here to the near edge of the well: $7.3\times10^{-16}$ s. This is 5.14 decades shorter than the value used above, and every depth moves outward by $5.14\,\Delta x$, or 9.3 angstrom. The 1 MHz depth becomes 15.1 angstrom and the 100 Hz depth 22.3 angstrom, but their difference is still 7.2 angstrom. Measured to the centre of the well, both depths are larger by $w/2=1.2$ angstrom.

For a trap density $N=10^{18}$ per cm³ and eV, each decade adds

$$N\Delta x=10^{18}\times1.805\times10^{-8}=1.8\times10^{10}\ \text{per cm}^2\text{ and eV}.$$

To obtain a capacitance, sum the charge response over trap energies. Since $\int f(1-f)\,dE/kT=1$, the added charge per unit of $\delta\mu$ is $N\Delta x$ if $N$ and $\tau$ vary little over a few $kT$. Elastic tunnelling also needs silicon states at the trap energy, and the silicon gap has none. The integral then starts at the lowest available electron energy $E_c$ and equals $f(E_c)$: one half if the Fermi level lies at $E_c$, and $4\times10^{-4}$ at 300 K if it lies 0.2 eV below. The full value requires a Fermi level several $kT$ above $E_c$. In ordinary units the capacitance added at the silicon surface, per change of surface potential, is $e^2N\Delta x=2.9$ nF/cm² per decade. The oxide lies in series with it, so the change measured at the gate is smaller. The value at the surface holds if the trap levels shift against the Fermi level by the change in surface potential alone. Part of the voltage across the oxide also shifts them, in proportion to $x$. The ratio of the oxide part to the surface part is $(C_s/C_{ox})(x/t)$, with $C_s$ the capacitance of the silicon, $C_{ox}$ that of the oxide and $t$ the oxide thickness. An electron layer dense enough to supply the states has $C_s$ of order ten times $C_{ox}$ or more for a 100 angstrom oxide. The oxide part is then comparable or dominant at 10 angstrom, and the capacitance steps are unequal. The 2.9 nF/cm² is therefore a scale for the trap response, not a step to expect in such a measurement. The condition $\omega\tau=1$ contains no drive amplitude, so the depth step is unaffected.

## How far the simple barrier can be trusted

Since $\Delta x\propto(m\phi)^{-1/2}$, small errors in the inputs enter with half their relative size:

$$\frac{\delta(\Delta x)}{\Delta x}\simeq-\frac12\left(\frac{\delta m}{m}+\frac{\delta\phi}{\phi}\right).$$

A mass of 0.4 instead of 0.5, at the same barrier, gives 2.0 angstrom. An electron 0.1 eV higher in energy sees a barrier of 3.0 eV, and its step is 1.7% longer.

**Oxide field.** If the barrier varies slowly with depth, the exponent $2\kappa x$ becomes $\int_0^x2\kappa(x')\,dx'$, and the local step is $\ln10/[2\kappa(x)]$. A field of 1 MV/cm is 0.01 eV per angstrom. With the gate positive, the barrier 12 angstrom inside the oxide is lower by 0.12 eV, which lengthens the step by about $\tfrac12\times0.12/3.1=2\%$. The Airy-function solution for the tilted barrier gives 2.2% for the decade from 1 kHz to 100 Hz, with $\tau_0=10^{-10}$ s held fixed.

**Image force.** An electron in an oxide of permittivity $\epsilon_o$, at distance $x$ from silicon of permittivity $\epsilon_s$, induces polarization equivalent to an image at distance $2x$. Let the image strength be $q'$ relative to the electron's charge, and let $q''$ be the strength that describes the potential inside the silicon. Continuity of the potential requires $(1+q')/\epsilon_o=q''/\epsilon_s$; continuity of the normal displacement requires $1-q'=q''$. Eliminating $q''$ gives $q'=-(\epsilon_s-\epsilon_o)/(\epsilon_s+\epsilon_o)$. The work against the attractive force, from $x$ to infinity, is the barrier lowering:

$$\int_x^\infty\frac{|q'|}{\epsilon_o(2s)^2}\,ds=\frac{1}{4\epsilon_o x}\,\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o}.$$

With rough values $\epsilon_s=11.7$ and $\epsilon_o=2.1$, the latter for a fast electronic response of the oxide, this is 0.12 eV at 10 angstrom. Integrating the exponent numerically with this barrier lengthens the same decade's step by 1.5%.

**Dispersion in the oxide gap.** A larger question is what the mass means. If 0.5 is an effective mass chosen to describe parabolic decay at this barrier, the estimate stands. If it is the mass at the oxide band edge, the valence band also matters. A two-band model with gap $E_g$ and coupling $P$ has

$$H=\begin{pmatrix}E_g&Pk\\Pk&0\end{pmatrix},\qquad E(E-E_g)=P^2k^2 .$$

Near the upper edge, $E-E_g\simeq P^2k^2/E_g$. Equating this to $k^2/2m$ gives $P^2=E_g/2m$. In the gap put $E=E_g-\phi$ and $k=i\kappa$:

$$-(E_g-\phi)\phi=-\frac{E_g}{2m}\kappa^2\quad\Rightarrow\quad\kappa^2=2m\phi\left(1-\frac{\phi}{E_g}\right).$$

For a rough gap of 9 eV the bracket is 0.656, so $\kappa$ falls by the factor 0.81 and the step rises to 2.2 angstrom.

**Motion along the interface.** A wave $e^{-\kappa_nx}\cos(k_\parallel y)$ in the flat barrier satisfies $-\kappa_n^2+k_\parallel^2=-2m\phi$, hence $\kappa_n^2=2m\phi+k_\parallel^2$. For 0.1 eV of parallel motion with mass 0.19, at fixed total energy, the step shrinks by only 0.6%. On a (001) silicon surface, however, four of the six conduction valleys are centred at a large parallel momentum, roughly $0.85\times2\pi/a$ with $a=5.43$ angstrom. If that momentum is conserved, their step is about 1 angstrom: 0.98 with the parabolic $\kappa$ and 1.04 with the two-band $\kappa$. Since $k_\parallel^2/2m$ is about 7 eV here, both values extrapolate the oxide band far from its edge. The value of 1.8 angstrom belongs to the two valleys centred at zero parallel momentum. Their waves decay more slowly and dominate at depth if they offer a comparable density of states at the trap energy.

## Where real devices depart from the model

The barrier of 3.1 eV is near the usual value for electrons passing from silicon into its thermal oxide, and 0.5 lies in the rough range of masses used for this oxide. The assumed field is about a tenth of a rough breakdown field of 10 MV/cm. The trap density depends strongly on processing and is only illustrative. The silicon surface must also hold electrons that can follow the signal; otherwise their supply, and not only tunnelling, can limit the response.

The numerical example assumes an oxide 100 angstrom thick, much thicker than the gate oxides of strongly scaled transistors. In a thin oxide, traps also exchange electrons with the gate. For equal barriers and prefactors on both sides and thickness $t$, the rate is

$$\Gamma=\Gamma_0\left[e^{-2\kappa x}+e^{-2\kappa(t-x)}\right],$$

which is smallest at $x=t/2$. The front from the silicon side therefore stops near mid-oxide. For $t=20$ angstrom and $\tau_0=10^{-10}$ s, it gets there at about 9 kHz. The step from 100 kHz to 10 kHz is already 2.1 angstrom instead of 1.8, and at lower frequencies the rule of equal steps ends.

The assumption most open to doubt is elastic tunnelling itself. The atoms around a defect can relax when its charge changes, and capture may then need thermal activation. With activation energy $E_a$,

$$\tau=\tau_0\,e^{2\kappa x+E_a/kT},\qquad x_\omega=\frac1{2\kappa}\left[\ln\frac1{\omega\tau_0}-\frac{E_a}{kT}\right].$$

At 300 K, where $kT=0.0259$ eV, an activation energy of 0.5 eV moves the front 15 angstrom towards the silicon. With $\tau_0=10^{-10}$ s this exceeds the whole 13.0 angstrom reached at 100 Hz, so such traps would not respond appreciably. A difference of $kT\ln10=0.060$ eV between two traps has the same effect on $\tau$ as one full depth step. For traps sharing one activation energy, the front still advances by $\Delta x$ per decade once it has entered the oxide. If the activation energies are widely spread, one frequency selects different depths for different traps, and frequency can no longer be read as depth.
